Why weak hydration of oxygen vacancies gives protons proportional to √p, part 2

A hafnia film about 10 nm thick, doped with calcium, takes up water vapour at partial pressure p: H₂O(gas) + V(+2) + O(0) ⇌ 2 OH(+1). How does its equilibrium proton content depend on p? V, O and OH are a vacancy, an oxide ion and a hydroxide (one proton) on an oxygen site, and M in a reaction is a metal site. Brackets give the charge relative to the perfect crystal.

Of M metal sites, a fraction c holds calcium (charge −2); there are 2M oxygen sites. After n molecules are absorbed, N_OH = 2n, N_V = cM − n and N_O = (2 − c)M − n, or h, v and o per metal site. The first derivation minimized the free energy, counting arrangements by

W = (2M)! / (N_V! N_OH! N_O!).   (5)

With ΔH and ΔS the hydration enthalpy and entropy per molecule (arrangement entropy excluded), k Boltzmann's constant and p₀ = 1 bar, it gave

K = exp(ΔS/k − ΔH/kT),   κ = K p/p₀.   (11)

h² = κ v o.   (12)

This is the full ideal model. For h ≪ 2c it becomes the square-root law, h₀ = √[κc(2 − c)]. The exponent is d ln h/d ln p.

The second derivation balanced uptake and release, with the same rate αp for every vacancy–oxide pair and β for every ordered hydroxide pair:

R₊(n) = αp N_V N_O.   (25)

R₋(n) = β 2n(2n − 1).   (26)

At equilibrium α/β = K/p₀. For weak hydration the mean proton number follows from

z = M √[(αp/β) c(2 − c)].   (28)

⟨N_OH⟩ = (1/cosh z) z d(cosh z)/dz = z tanh z.   (31)

The example has c = 0.02, T = 700 K, ΔH = −0.50 eV, ΔS = −1.25 meV/K, p = 10 Torr and 3.0 × 10²² metal sites per cm³, giving h₀ = 1.03 × 10⁻³ and, in the full model, 3.04 × 10¹⁹ protons per cm³.

It may seem unnatural that every vacancy should react equally fast with every oxide ion, however far away. That assumption can be dropped. Let the rates α_ij and β_ij depend on the two sites i and j, but let their ratio be K/p₀ for every pair that can react. Give each arrangement with n absorbed molecules the weight κⁿ. Each uptake link then balances its reverse. Hops of protons and vacancies leave n unchanged and connect arrangements of equal energy, and they balance if forward and backward hops are equally fast. As long as hops and reactions together connect all arrangements, these weights describe the stationary state. The number of arrangements changes from n to n + 1 by the factor N_V N_O/[(2n + 2)(2n + 1)], which is the factor found from (25) and (26). Distance affects how quickly equilibrium is reached, and the final content does not depend on it in this model.

Equation (31) also says something that Stirling's approximation concealed. If z ≪ 1, then tanh z ≈ z and ⟨N_OH⟩ ≈ z², which is proportional to p and not to √p. Such a crystal is mostly dry and occasionally holds one molecule, whose two protons have no others to recombine with. This applies to an isolated grain whose total charge is fixed. In the example at 700 K and 10 Torr, a cube with a side of 10 nm has a volume of 10⁻¹⁸ cm³ and holds z ≈ 31 protons. The large-crystal law is then safe. The fluctuations follow by applying z d/dz once more, since this operation turns the mean of N_OH into its variance. For large z the variance is z, so the spread is √31 ≈ 6 protons, or 18 % of the mean.

The counting was tested by summing over all values of n for a crystal with a million metal sites. For c = 0.01, 0.02 and 0.05, and κ between 3 × 10⁻⁶ and 5, the mean proton content differed from the full solution by at most 1.3 parts in 10⁵. For c = 0.02 the exponent read from the sums was 0.498 at the lowest κ and 0.008 at the highest. The first value belongs to weak hydration and the second to a crystal whose vacancies are nearly all filled.

The two derivations share several assumptions: an ideal gas, non-interacting defects, oxygen sites of equal energy, doubly charged vacancies and a fixed acceptor charge. The equal energies are a simplification for hafnia, whose monoclinic and ferroelectric phases have two kinds of oxygen site. Unequal energies change the prefactor, and they leave the exponent near 1/2 only while few of the vacancies are filled.

The derivations differ in what else they need. The free-energy argument needs equilibrium and says nothing about the path. In return it gives the meaning of K and its dependence on temperature. The rate argument needs a definite form for the uptake and release events, and it leaves α/β as an unknown number until equilibrium is invoked. In return it shows how molecules entering and leaving produce the law. Both give the same fluctuations and the same behaviour of very small crystals, provided that the factorials in (5) are kept and Stirling's approximation is not used. A real film may take up water through several steps at its surface. That would change the rates in (25) and (26), but at equilibrium it cannot change the free energy, so the first derivation protects the law against ignorance of the mechanism. Neither result covers a film that is still taking up water.

The shared assumption about charge deserves the closest attention, because barely depleted vacancies are not sufficient for the exponent 1/2. Suppose the crystal has no acceptors and its vacancies are neutral, each holding two electrons. Filling one with water releases both electrons, which settle on metal sites:

H₂O(gas) + V(0) + O(0) + 2 M(0) ⇌ 2 OH(+1) + 2 M(−1).   (33)

Let e be the number of electrons per metal site. Placing them multiplies the number of arrangements by M!/[(eM)! (M − eM)!]. Two more electrons change the logarithm of this factor by 2 ln[(1 − e)/e], so with a new constant κ′, again proportional to p, the equilibrium condition becomes

h² e² = κ′ v o (1 − e)².   (34)

If these are the only electrons, neutrality requires e = h. For small h and nearly constant v and o, h⁴ is proportional to p and the exponent is 1/4. A lattice sum with 0.02 neutral vacancies per metal site and κ′ = 2.5 × 10⁻¹¹ gave 0.248. If another source holds e fixed at a value much larger than h, (34) returns to h² ∝ p and the exponent to 1/2. The square root thus requires that hydration leave nearly unchanged both the vacancies and any other species that enters the mass-action balance.

How does the example compare with a memory capacitor? Hafnia films near 10 nm thick with a few per cent of dopant can be ferroelectric. Calcium supplies acceptor charge, whereas silicon and zirconium have the valence of hafnium and do not. Vacancies in films doped with silicon or zirconium must have other origins, and their charge state must be known before the law is applied. A water pressure of 10 Torr is close to that of room air at moderate humidity, so an anneal in undried air can supply it without added steam. The result is sensitive to the hydration enthalpy: at fixed entropy, making it 0.1 eV more negative multiplies h₀ by exp(0.05/0.0603) ≈ 2.3.

The assumption most clearly broken at this doping is that the defects do not interact. Calcium attracts vacancies and protons. Each metal site is given eight oxygen neighbours, as in the cubic fluorite structure, and there are two oxygen sites per metal. Monoclinic hafnia has seven neighbours, which changes the results below only slightly. The density of bound pairs is then estimated as 4 exp(E/kT) times the product of the free densities per metal site, where E is the binding energy. Suppose that each calcium ion binds at most one defect. With rough values of 0.30 eV for a vacancy and 0.15 eV for a proton, 25 % of the vacancies then remain free. This alone would reduce the free protons to about √0.25 = 0.5 of their ideal number. Protons bound to calcium restore part of the loss, and the total becomes 1.9 × 10¹⁹ cm⁻³, or 0.63 of the ideal value. If the oxygen sites next to calcium are removed from the sites open to free defects, these figures become 1.8 × 10¹⁹ cm⁻³ and 0.60. The exponent is 0.495. At these binding energies it stays near 1/2 because weak hydration hardly alters the free vacancies or the free calcium. Stronger vacancy binding removes this margin. With 0.15 eV for the proton, the exponent is about 0.45 for a vacancy binding of 0.9 eV and about 0.39 for 1.2 eV, although fewer than 0.1 % of the vacancies are filled. Each filled vacancy frees a calcium ion. Once this sets the free calcium at about h/2, the free vacancies fall as 1/h, h³ becomes proportional to p and the exponent tends to 1/3.

Even this estimate is crude. The formal screening length of the mobile vacancies, with a relative permittivity of 25, is 0.19 nm, shorter than the mean metal spacing of 0.32 nm. A smooth screening cloud has no meaning at that scale, and a theory of weak interactions cannot be trusted. Interactions may be represented by a factor Γ in h²Γ = κvo. If Γ tends to a finite, non-zero constant as h tends to zero at fixed temperature and doping, the square root survives in that limit. The prefactor is then divided by the square root of that constant.

Temperature matters more. At 300 K the same parameters give K = 126. At equilibrium with 10 Torr of water vapour, 98 % of the vacancies would be filled and the exponent would be 0.02, so the square-root law would be useless. Whether the film gets there depends on transport. With a rough vacancy diffusion coefficient of 10⁻³ cm²/s × exp(−1.0 eV/kT), the time (10 nm)²/D is 0.016 s at 700 K and 6 × 10⁷ s, about two years, at 300 K. If uptake requires vacancies to cross the film, a cooled film keeps the content it had when exchange became too slow. It can differ greatly from the 700 K value. Suppose that the content relaxes towards its equilibrium value within the time (10 nm)²/D. Cooling at 1 K/s in the same 10 Torr of water vapour then leaves about 6.5 times the 700 K content. This factor depends strongly on the rough migration barrier: it is about 20 for 0.8 eV and 2.6 for 1.2 eV. Drying the gas before cooling begins removes most of the protons only if the drying is thorough, because hydration becomes stronger as the film cools. With the 1.0 eV barrier and the same cooling rate, a residue of 0.1 Torr of water leaves about 70 % of the 700 K content, and 10⁻³ Torr leaves about 7 %. These figures take D as the rate of water transport, which holds if protons diffuse about as slowly as vacancies. Water moves as one vacancy and two protons tied by neutrality, and for dilute defects its diffusion coefficient is (4/h + 1/v + 1/o)/[1/(Dv) + 4/(D_H h)], where D_H belongs to the protons. If the protons are much faster, this is close to D(1 + 4v/h), some 77 times D at the 700 K content. The time at 300 K for that content then falls to about nine days, cooling in 10 Torr leaves about 10 times the 700 K content, and a residue of 0.1 Torr leaves about 1.75 times that content in place of 70 %.

A measurement of total hydrogen can mislead as well. The interior of the film holds 3.0 × 10¹³ protons per cm² of film area in the ideal model at 10 Torr. One hydroxide on every surface metal atom of one face would add about 9.7 × 10¹⁴ cm⁻², estimated as the site density to the power 2/3, some 32 times more. The (111) and (100) faces of a fluorite lattice of this density give 29 and 25 times. A nearly saturated surface layer would hide the pressure dependence of the interior unless the two were measured separately.

Electrons produced by loss of oxygen could upset the neutrality condition. An oxide ion that leaves as half an O₂ molecule creates one doubly charged vacancy and two electrons. For few electrons, the same counting as before gives v e² √(p_O₂/p₀)/o = exp(ΔS_r/k − ΔH_r/kT), where p_O₂ is the oxygen pressure and ΔH_r and ΔS_r are the enthalpy and entropy of this reduction. Set v ≈ c, o ≈ 2 − c and e = 0.01 × 2c. For a rough reduction enthalpy of 6.0 eV and entropy of 1.0 meV/K, the electrons reach 1 % of the dopant charge at 700 K when the oxygen pressure falls to about 10⁻⁵⁹ bar. An error of 1 eV in the enthalpy shifts this exponent by about 14. In an oxidizing gas the electrons are negligible on this estimate. Next to an electrode that removes oxygen from the film, the local oxygen activity must be considered instead of the pressure in the gas.

For a film with fixed acceptor charge, the law can be used to choose a humid anneal if three conditions hold: the film reaches equilibrium at the anneal temperature, hydration leaves the free vacancies and the free calcium nearly unchanged (in the ideal model this means h well below 2c, but strong binding of vacancies to calcium makes it a much stricter demand), and cooling does not change the content. On the diffusion estimate above, the third condition fails at ordinary cooling rates. The law then describes the film during the anneal, and the content afterwards depends on how the film was cooled and in what gas. Within the ideal model at 700 K and c = 0.02, the second condition keeps the error below 5 % of the law's own value up to about 150 Torr. The numerical output below gives the remaining values.

Values computed for the example and the checks

```
Calcium per metal site: 0.020
Anneal temperature: 700 K
Hydration enthalpy: -0.50 eV
Hydration entropy: -1.25 meV/K
Metal-site density: 3.00e+22 cm^-3
Film thickness: 10 nm
Thermal energy: 0.06032 eV
Equilibrium constant K: 1.9958e-03 (1 bar standard)
At 10 Torr, kappa: 2.6609e-05
Dry vacancy density: 6.000e+20 cm^-3
Weak-law content h0: 1.0265e-03 per metal
Full ideal-model content h: 1.0133e-03 per metal
Vacancies filled: 2.53 %
p/Torr  weak/cm^-3  full/cm^-3  deficit/%  exponent
   0.1  3.079e+18  3.076e+18     0.13  0.4994
     1  9.738e+18  9.698e+18     0.41  0.4980
    10  3.079e+19  3.040e+19     1.29  0.4935
   100  9.738e+19  9.348e+19     4.01  0.4796
  1000  3.079e+20  2.707e+20    12.10  0.4360
Pressure for estimated 5% deficit: 148.8 Torr
Full-model deficit there: 4.87 %
Temperature slope d ln h/d(1/kT): 0.2468 eV
Largest lattice-sum discrepancy: 1.26e-05
Lattice-sum exponent, weak hydration: 0.4978
Lattice-sum exponent, near saturation: 0.0080
Neutral-vacancy exponent: 0.2483
Rough Ca-vacancy binding: 0.30 eV
Rough Ca-proton binding: 0.15 eV
Unbound share of vacancies: 25.2 %
Proton density with binding: 1.911e+19 cm^-3
Content with binding / ideal content: 0.629
Exponent with binding: 0.4949
Rough relative permittivity: 25
Formal screening length: 0.186 nm
Mean metal spacing: 0.322 nm
At 300 K and 10 Torr, K: 1.259e+02
Equilibrium vacancies filled at 300 K: 97.68 %
Equilibrium exponent at 300 K: 0.0227
Rough vacancy diffusion prefactor: 1.0e-03 cm^2/s
Rough vacancy migration barrier: 1.00 eV
Vacancy diffusion time at 700 K: 1.58e-02 s
Vacancy diffusion time at 300 K: 6.30e+07 s
Interior protons per film area: 3.04e+13 cm^-2
One OH per surface metal: 9.65e+14 cm^-2
Surface / interior protons: 31.8
Rough reduction enthalpy: 6.0 eV
Rough reduction entropy: 1.0 meV/K
log10(pO2/bar), electrons 1% of dopant charge: -58.7
```
